\section*{Hypervirial Theorem in Hartree–Fock Theory and Its Virial and Force Consequences}

\section{One electron in a finite basis}

Let one electron with Hamiltonian $h$ be described in a finite space $B$ of normalizable functions, with projector $P$. Minimizing the energy within $B$ gives a normalized orbital $\varphi$ with
\begin{equation}
Ph\varphi=\varepsilon\varphi ,\qquad\text{so}\qquad h\varphi=\varepsilon\varphi+\chi,\quad P\chi=0. \label{one}
\end{equation}
The remainder $\chi$ is the part of $h\varphi$ that the basis cannot represent. For any operator $w$, with $\varepsilon$ real and $h$ Hermitian,
\begin{align}
\langle\varphi|[h,w]|\varphi\rangle
&=\langle h\varphi|w\varphi\rangle-\langle w^\dagger\varphi|h\varphi\rangle \nonumber\\
&=\varepsilon\langle\varphi|w\varphi\rangle+\langle\chi|w\varphi\rangle
-\varepsilon\langle w^\dagger\varphi|\varphi\rangle-\langle w^\dagger\varphi|\chi\rangle \nonumber\\
&=\langle\chi|w\varphi\rangle-\langle w^\dagger\varphi|\chi\rangle . \label{oneres}
\end{align}
The terms in $\varepsilon$ cancel because $\langle w^\dagger\varphi|\varphi\rangle=\langle\varphi|w\varphi\rangle$. If $w\varphi$ lies in $B$, the first remaining term vanishes. The second vanishes if $w^\dagger\varphi$ lies in $B$. The expectation value of the commutator is then zero although $\varphi$ is not an eigenfunction of $h$.

Closure of $B$ under $w$ alone removes only one of the two terms. It is sufficient when $w^\dagger=\pm w$, but in general $w^\dagger$ must also map $B$ into itself.

\section{The theorem for a determinant}

Atomic units are used, and the nuclei are fixed. The electronic Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac12\sum_{pqrs}\langle pq|rs\rangle\,p^\dagger q^\dagger s\,r ,\label{H}
\end{equation}
where $p^\dagger$ and $p$ create and annihilate an electron in spin orbital $p$. In $\langle pq|rs\rangle$, electron 1 occupies $p$ and $r$, and electron 2 occupies $q$ and $s$. The determinant $\Phi$ has occupied orbitals $i,j$. The letter $a$ runs over a complete set of unoccupied orbitals, some inside $B$ and the others orthogonal to $B$. A singly excited determinant is $\Phi_i^a=a^\dagger i\,\Phi$.

\subsection{Brillouin's condition}

We need $\langle\Phi|H|\Phi_i^a\rangle$. In the one-electron part, $q$ must remove $a$ and $p^\dagger$ must refill $i$, which gives $h_{ia}$. In the two-electron part, one of $r,s$ is $a$ and the other is an occupied $j\neq i$. For $r=a$, $s=j$, the operator string is $p^\dagger q^\dagger j\,a\,a^\dagger i$. Its expectation value is $+1$ for $(p,q)=(i,j)$ and $-1$ for $(p,q)=(j,i)$, so the integrals are $\langle ij|aj\rangle-\langle ji|aj\rangle$. For $r=j$, $s=a$, exchanging the two annihilators changes the sign and gives $-\langle ij|ja\rangle+\langle ji|ja\rangle$. Relabelling the electrons shows that $\langle ji|ja\rangle=\langle ij|aj\rangle$ and $\langle ji|aj\rangle=\langle ij|ja\rangle$. Both choices therefore contribute equally, and this cancels the factor $\tfrac12$:
\begin{equation}
\langle\Phi|H|\Phi_i^a\rangle=h_{ia}+\sum_j\big(\langle ij|aj\rangle-\langle ij|ja\rangle\big)\equiv F_{ia}. \label{fock}
\end{equation}
The term $j=i$ may be included because it cancels. Equation \eqref{fock} holds for any determinant and defines an element of its Fock operator $F$.

Now let $\varphi_i\to\varphi_i+\eta\varphi_a$ with $a$ in $B$. To first order $\Phi\to\Phi+\eta\Phi_i^a$, the norm is unchanged, and
\begin{equation}
\delta E=2\,\mathrm{Re}\,(\eta F_{ia}).
\end{equation}
If $E$ is stationary for real and imaginary $\eta$, then
\begin{equation}
F_{ia}=0\qquad (a\in B). \label{brill}
\end{equation}

This covers the usual unrestricted method with a spin-free Hamiltonian. With real orbitals, $F_{ia}$ is real and real $\eta$ suffices; elements between opposite spins vanish because $H$ conserves the spin projection. In closed-shell restricted theory the two spins vary together, but their elements are equal, so each vanishes. In restricted open-shell theory some variations fix only sums of elements for the two spins. Equation \eqref{brill} need not then hold, and the proof below does not cover that case. For a spin-free operator the final result survives, because such an operator generates a common rotation of the spatial orbitals, under which the restricted open-shell energy is stationary.

\subsection{The commutator}

Let $W=\sum_{pq}w_{pq}p^\dagger q$. Acting on $\Phi$, it either returns an electron to its orbital or excites it:
\begin{equation}
W\Phi=\Big(\sum_i w_{ii}\Big)\Phi+\sum_{ia}w_{ai}\Phi_i^a . \label{WPhi}
\end{equation}
With \eqref{fock},
\begin{equation}
\langle\Phi|HW|\Phi\rangle=E\sum_iw_{ii}+\sum_{ia}F_{ia}w_{ai}. \label{HW}
\end{equation}
For the other order, apply \eqref{WPhi} to $W^\dagger$, whose elements are $(w^\dagger)_{ai}=w_{ia}^*$. In the bra these are conjugated back, so
\begin{equation}
\langle\Phi|WH|\Phi\rangle=\langle W^\dagger\Phi|H\Phi\rangle
=E\sum_iw_{ii}+\sum_{ia}w_{ia}F_{ai}. \label{WH}
\end{equation}
Subtraction gives, for any determinant,
\begin{equation}
\langle\Phi|[H,W]|\Phi\rangle=\sum_{ia}\big(F_{ia}w_{ai}-w_{ia}F_{ai}\big)
=\mathrm{Tr}\,\rho[F,w],\qquad \rho=\sum_i|\varphi_i\rangle\langle\varphi_i| . \label{trace}
\end{equation}
The trace form follows because the occupied--occupied terms $\sum_{ij}(F_{ij}w_{ji}-w_{ij}F_{ji})$ cancel when $i$ and $j$ are exchanged.

Split the sum over $a$. For $a$ in $B$, $F_{ia}$ and $F_{ai}=F_{ia}^*$ vanish by \eqref{brill}. For $a$ orthogonal to $B$, $w_{ai}=\langle a|w\varphi_i\rangle$ vanishes if $w$ maps $B$ into itself, and $w_{ia}=\langle w^\dagger\varphi_i|a\rangle$ vanishes if $w^\dagger$ does. Therefore
\begin{equation}
\boxed{\;\langle\Phi|[H,W]|\Phi\rangle=0\quad\text{if } wB\subseteq B\text{ and }w^\dagger B\subseteq B.\;} \label{main}
\end{equation}
This is the Hartree--Fock hypervirial theorem. An exact eigenstate satisfies the same relation for any suitable operator; here it is restricted to one-electron operators that respect the basis.

When closure fails for an anti-Hermitian $w$, $w_{ia}=-w_{ai}^*$, and \eqref{trace} becomes
\begin{equation}
\langle[H,W]\rangle=2\,\mathrm{Re}\sum_i\sum_{a\perp B}F_{ia}w_{ai}
=2\,\mathrm{Re}\sum_i\langle F\varphi_i|(1-P)\,w\varphi_i\rangle . \label{resid}
\end{equation}
The violation is a sum of products of two basis defects: the part of $F\varphi_i$ outside $B$ and the part of $w\varphi_i$ outside $B$. It vanishes in the complete-basis limit, provided the first defect tends to zero and $w\varphi_i$ stays normalizable.

\subsection{A check on a ring}

Three same-spin electrons move on a ring of circumference $2\pi$ bohr in the potential $v(x)=\cos x+0.7\sin2x$ hartree, with pair interaction $0.5\cos(x-x')$ hartree. The Hartree--Fock basis holds the plane waves $k=-2,\dots,2$, and the operators act in the larger space $k=-3,\dots,3$. The commutator was evaluated with explicit three-electron matrices. For a random complex $w$ closed together with its adjoint, its magnitude is $8\times10^{-13}$ hartree, zero to within the convergence threshold of $10^{-12}$ set on the self-consistent density matrix. When $w$ still maps $B$ into itself but $w^\dagger$ does not, it is 1.51 hartree. For a random determinant drawn from the larger space, whose orbitals neither lie in $B$ nor satisfy \eqref{brill}, it is 3.48 hartree with the closed $w$. The last two sizes depend on the random matrices; what matters is that they are not zero. In both cases \eqref{trace} was tested and reproduces the value.

\section{Which operators can be closed?}

A finite basis in open space cannot be closed under $\partial_x$. If it were, the Hermitian operator $-i\partial_x$ would have an eigenvector $f$ in $B$, with $f=e^{i\kappa x}g(y,z)$. Its modulus does not depend on $x$, so it is not normalizable. The same argument applies to the dilation generator
\begin{equation}
d=\mathbf r\cdot\nabla+\tfrac32 .\label{d}
\end{equation}
An equation $df=i\kappa f$ requires $f=r^{-3/2+i\kappa}Y(\theta,\phi)$, and $\int r^2\,r^{-3}\,dr$ diverges at both ends. For multiplication by $x$, an eigenfunction would have to vanish except on a plane.

The virial and force theorems therefore do not follow from \eqref{main} in a finite basis of this kind. They need a complete basis or the stationarity condition derived next. Other operators can be closed, and two cases are used below. Plane waves on a ring are closed under $\partial_x$. Full angular shells on one centre are closed under rotations about that centre, since $\mathbf r\times\nabla$ mixes the members of a shell and leaves the radial function unchanged.

\subsection{Stationary basis parameters}

Let $W$ be anti-Hermitian, so that $e^{tW}$ is unitary and keeps the orbitals orthonormal. Then
\begin{equation}
\frac{d}{dt}\langle e^{tW}\Phi|H|e^{tW}\Phi\rangle\Big|_{0}
=\langle W\Phi|H\Phi\rangle+\langle\Phi|HW\Phi\rangle
=\langle\Phi|[H,W]|\Phi\rangle , \label{slope}
\end{equation}
because $\langle W\Phi|=-\langle\Phi|W$. Now transform all basis functions by $e^{tw}$ and solve the Hartree--Fock equations again at each $t$. The energy $E(\mathbf c,t)$ depends on $t$ directly and through the orbital coefficients $\mathbf c$. At the solution $\partial E/\partial\mathbf c=0$ for allowed variations, so their relaxation does not contribute to first order:
\begin{equation}
\frac{dE_{\rm HF}}{dt}\Big|_0=\langle\Phi|[H,W]|\Phi\rangle . \label{env}
\end{equation}
If the basis is optimized with respect to $t$, the corresponding hypervirial relation holds without closure.

\section{Virial and force consequences}

Let the electrons be attracted by fixed charges $Z_k$ at $\mathbf R_k$. The kinetic energy operator is $\hat T$, and the potential is
\begin{equation}
\hat V=-\sum_{ik}\frac{Z_k}{|\mathbf r_i-\mathbf R_k|}+\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|},
\qquad \mathbf g_k=\Big\langle\frac{\partial \hat V}{\partial\mathbf R_k}\Big\rangle . \label{V}
\end{equation}
Here $i,j$ label electrons, and $T$, $V$ denote expectation values. Since an attraction depends on $\mathbf r_i-\mathbf R_k$, its gradients with respect to $\mathbf r_i$ and $\mathbf R_k$ are opposite. Thus $\mathbf g_k$ is the force exerted on the electrons by charge $k$, and $-\mathbf g_k$ is the force of the electrons on that charge.

\paragraph{Dilation.} From $[\partial_x^2,x\partial_x]=2\partial_x^2$ we have $[\hat T,\sum_id_i]=2\hat T$. The potential gives $[\hat V,\sum_id_i]=-\sum_i\mathbf r_i\cdot\nabla_i\hat V$. Scaling all electron and source positions by $\lambda$ scales $\hat V$ by $\lambda^{-1}$; differentiation at $\lambda=1$ yields
\begin{equation}
\sum_i\mathbf r_i\cdot\nabla_i\hat V+\sum_k\mathbf R_k\cdot\frac{\partial\hat V}{\partial\mathbf R_k}=-\hat V .\label{euler}
\end{equation}
Hence
\begin{equation}
\Big\langle\Big[H,\sum_id_i\Big]\Big\rangle=2T+V+\sum_k\mathbf R_k\cdot\mathbf g_k . \label{virial}
\end{equation}
For an atom at the origin, its vanishing is the virial theorem $V=-2T$, with $E=-T$. For a molecule, the nuclear repulsion $V_{NN}$ may be added to $V$ and its gradients to $\mathbf g_k$, since $V_{NN}+\sum_k\mathbf R_k\cdot\partial V_{NN}/\partial\mathbf R_k=0$. In a complete basis, stationarity makes these total gradients equal to the derivatives of the total energy, so
\begin{equation}
2T+V_{\rm tot}=-\sum_k\mathbf R_k\cdot\frac{\partial E_{\rm tot}}{\partial\mathbf R_k}. \label{mol}
\end{equation}
The ratio $-V_{\rm tot}/T=2$ thus holds for an atom or at a stationary geometry, but not at a general one.

\paragraph{Translation.} The operator $\sum_i\nabla_i$ commutes with $\hat T$ and with the electron repulsion. The attractions leave
\begin{equation}
\Big\langle\Big[H,\sum_i\nabla_i\Big]\Big\rangle=-\Big\langle\sum_i\nabla_i\hat V\Big\rangle=\sum_k\mathbf g_k . \label{force}
\end{equation}
When this vanishes, the total force on the electrons is zero, and so is the sum of the electronic forces on the nuclei. Since $e^{\mathbf t\cdot\nabla}\varphi(\mathbf r)=\varphi(\mathbf r+\mathbf t)$ moves a function by $-\mathbf t$, \eqref{env} gives $\partial E/\partial\mathbf X=-\sum_k\mathbf g_k$ for a basis centred at $\mathbf X$ with the charges held fixed.

\paragraph{Rotation.} The operator $\sum_i\mathbf r_i\times\nabla_i$ also commutes with $\hat T$ and the electron repulsion. For an attraction $u(|\mathbf r-\mathbf R|)$, write $\nabla u=(\mathbf r-\mathbf R)f$. Then $-\mathbf r\times\nabla u=\mathbf r\times\mathbf R\,f$, while $\mathbf R\times\partial u/\partial\mathbf R=-\mathbf R\times\mathbf r\,f$, which is the same vector. Therefore
\begin{equation}
\Big\langle\Big[H,\sum_i\mathbf r_i\times\nabla_i\Big]\Big\rangle=\sum_k\mathbf R_k\times\mathbf g_k , \label{torque}
\end{equation}
the total torque on the electrons about the origin.

\paragraph{Position.} From $[\partial_x^2,x]=2\partial_x$ follows $[H,\sum_i\mathbf r_i]=-\sum_i\nabla_i$. Its vanishing means zero mean electronic momentum. For real orbitals this holds anyway, since $\int\varphi\nabla\varphi\,d^3r=\tfrac12\int\nabla\varphi^2\,d^3r=0$.

\section{Worked examples}

\subsection{Force on the ring}

The pair interaction on the ring is translation invariant, so the force is $-\langle\sum_iv'(x_i)\rangle=\langle\sum_i\sin x_i\rangle-1.4\langle\sum_i\cos2x_i\rangle$ in hartree/bohr. In the closed plane-wave basis the two parts are $-0.115247$ and $+0.115247$ hartree/bohr. They cancel to $3\times10^{-13}$, although five plane waves are far from complete: with $k=-5,\dots,5$ the two parts are $-0.0464$ and $+0.0464$ hartree/bohr. The basis $\{1,\cos x,\sin x,\cos2x\}$ lacks the derivative of $\cos2x$, and there the force is 0.285 hartree/bohr.

\subsection{Virial theorem for carbon}

The carbon atom is treated as a triplet by unrestricted Hartree--Fock, without relativity or correlation. In STO-3G, $T=37.924557$ and $E=-37.198393$ hartree. Since $V=E-T$,
\begin{equation}
2T+V=T+E=0.726164\ \text{hartree},\qquad -V/T=1.980852 .
\end{equation}
Multiplying all Gaussian exponents by $s^2$ scales the basis by $s=e^t$. The numerical slope $dE/ds$ at $s=1$ is also 0.726164 hartree, as \eqref{env} requires. Its positive sign means that a slightly more diffuse basis lowers the energy.

With fixed orbital coefficients the energy is $E(s)=s^2T+sV$. Its minimum is at
\begin{equation}
s=-\frac V{2T}=0.990426,\qquad
E(1)-E(s)=\frac{(2T+V)^2}{4T}=\frac{0.5273}{151.70}=0.003476\ \text{hartree}.
\end{equation}
Full reoptimization gives the same scale and the same lowering, 0.0946 eV, to the digits shown. The reason is that STO-3G has two $s$ functions, and the $1s$ and $2s$ orbitals of each spin fill that space. The two occupied $2p$ orbitals come from a single $p$ shell with one radial function, and parity keeps $s$ and $p$ from mixing. The coefficients therefore have no radial freedom to use when the basis is scaled.

At the best scale $2T+V$ vanishes to rounding, yet $E=-37.2019$ hartree is still 0.476 hartree above the 6-31G energy. A correct virial ratio is thus no proof of basis quality. Without scaling, $2T+V$ is 0.0181 hartree in 6-31G and 0.0009 hartree in a large basis of 14 $s$ and 14 $p$ shells with exponents $0.1\times2.6^k$, $k=0,\dots,13$. That last residue belongs to the basis: 18 exponents $0.05\times2.2^k$ give $-0.0001$ hartree.

\subsection{Torque and force on C$^{2+}$}

Place the nucleus of C$^{2+}$ at the origin, a charge $+1$ at $(3,0,0)$ bohr and a charge $+0.5$ at $(1,3,0)$ bohr. The closed-shell 6-31G basis has full $s$ and $p$ shells on the nucleus. The two charges exert $z$ torques of $-0.025827$ and $+0.025827$ hartree on the electrons, and the nucleus exerts none about its own position. The sum is $3\times10^{-10}$ hartree, as closure under rotation demands. The separate torques are not converged: in the larger basis with $d$ shells described below their size is 0.0325 hartree, about a quarter more.

The same basis is not closed under translation or dilation. For dilation, \eqref{virial} gives
\begin{equation}
-2.410864+2.106984=-0.303880\ \text{hartree},
\end{equation}
equal to the numerical scale slope. The total force is $(-0.392,-0.146,0)$ hartree/bohr, of magnitude 0.418. Each external charge pulls the electrons towards itself, so the negative components show that the computed pull of the nucleus overcompensates.

Letting the basis centre float to the energy minimum moves it by only $(-1.3,-0.5,0)\times10^{-4}$ bohr, and the force falls to $6\times10^{-7}$ hartree/bohr. So small a shift suffices because the energy rises steeply when the basis leaves the nucleus: the ratio $0.392/(1.32\times10^{-4})$ corresponds to a stiffness near 3000 hartree/bohr$^2$.

The other remedy is to enlarge the basis. Since $\partial_xe^{-\alpha r^2}=-2\alpha x\,e^{-\alpha r^2}$, $p$ functions with the same exponents as the $s$ functions contain all their derivatives. With the 14 exponents used above for both $s$ and $p$, and $d$ shells on the five smallest, the force is 0.0054 hartree/bohr, or 1.3\% of the fixed 6-31G value. If only the five most diffuse $p$ shells are kept it is 0.318, so the tight $p$ functions supply most of the gain; adding three $f$ shells to the full set lowers it to 0.0032. It is not zero, because this basis is still not closed under $\nabla$. The program whose output follows tests these relations numerically.

\section*{Values computed for the example and the checks}
\begin{verbatim}
RING: 3 same-spin electrons, circumference 2 pi bohr
cos x potential amplitude      1.00 hartree
sin 2x potential amplitude     0.70 hartree
pair cosine amplitude          0.50 hartree
full space: k from -3 to 3 (1/bohr); HF basis: k from -2 to 2
|<[H,W]>| W and adjoint closed 8.3e-13 hartree
|<[H,W]>| only W closed        1.5146 hartree
|<[H,W]>| non-HF determinant   3.4844 hartree
force from cos x potential     -0.115247 hartree/bohr
force from sin 2x potential    0.115247 hartree/bohr
|total force|, closed basis    2.7e-13 hartree/bohr
total force, no sin 2x         0.285494 hartree/bohr
noninteracting gap, no sin 2x  1.1835 hartree
noninteracting gap, no sin x   0.1109 hartree
CARBON ATOM, triplet UHF
STO-3G: E -37.198393, T 37.924557, 2T+V 0.726164 hartree; -V/T 1.980852
STO-3G: dE/d(scale) numerical 0.726164 hartree
6-31G: E -37.677837, T 37.695893, 2T+V 0.018055 hartree; -V/T 1.999521
6-31G: dE/d(scale) numerical 0.018055 hartree
14s14p: E -37.689746, T 37.690652, 2T+V 0.000905 hartree; -V/T 1.999976
STO-3G best scale factor       0.990426 (no unit)
E at best scale                -37.201869 hartree
|2T+V| at best scale           7.5e-13 hartree
energy lowering by scaling     0.003476 hartree = 0.0946 eV
C2+ ION, RHF/6-31G, nucleus at origin, two external charges
charge 1: 1.0 e at (3.0, 0.0, 0.0) bohr
z torque on electrons, charge 1: -0.025827 hartree
charge 2: 0.5 e at (1.0, 3.0, 0.0) bohr
z torque on electrons, charge 2: 0.025827 hartree
|total z torque|               3.0e-10 hartree
electronic energy              -38.403173 hartree
2T+V                           -2.410864 hartree
sum R_k.g_k                    2.106984 hartree
2T+V+sum R_k.g_k               -0.303880 hartree
numerical dE/d(scale)          -0.303880 hartree
total force x, y               -0.391868, -0.145680 hartree/bohr
floated basis centre x, y      -0.000132, -0.000049 bohr
|total force|, floated basis   5.6e-07 hartree/bohr
|total force|, fixed 6-31G     0.418071 hartree/bohr
|total force|, 14s14p5d        0.005393 hartree/bohr
\end{verbatim}
